**Static screening by a freestanding monolayer**

For an undoped, gapped sheet the program tests \(\varepsilon(q)=1+r_0q\) at small in-plane wavevector \(q\), where \(\varepsilon\) is the external potential divided by the total potential and \(r_0\) is a screening length. It diagonalizes a two-band Dirac Hamiltonian, integrates the response over states, and asserts agreement with the derived slope and with the closed formula at larger \(q\). Further assertions cover the constant screening of a gapless sheet, the long-wavelength divergence in a doped sheet, and the peak caused by finite thickness. A linear system for many repeated sheets is compared with the formula containing their spacing \(L\), and an oscillatory integral with the real-space interaction. For a 2 eV gap and four Dirac flavours the output gives \(r_0=9.60\) Å. The thin-sheet \(\varepsilon\) rises from 1.096 at 0.01 Å\(^{-1}\) towards a plateau of 6.65, while a sheet 6 Å thick peaks at 2.64. The long-wavelength constant of the repeated sheets changes from 2.92 to 1.48 when \(L\) grows from 10 to 40 Å, although the sheet itself is unchanged.

## Numerical check

```python
"""
Static in-plane screening of a freestanding monolayer.
Result under test: an undoped gapped sheet has eps(q) = 1 + r0*q at small q,
so eps -> 1 at long wavelength; r0 is a length, not a dielectric constant.
Also tested: saturation in a thin Dirac sheet, the peak caused by thickness,
the gapless and doped exceptions, and the cell-height dependence of the
"dielectric constant" of periodically repeated sheets.
Symbols: q wavevector (1/angstrom), COUL = e^2/(4 pi eps0) (eV angstrom),
HV = hbar*velocity (eV angstrom), HALF = half the band gap (eV),
FLAVOURS = number of two-band Dirac copies, THICK = electron profile width.
eps = external potential / total potential, random-phase approximation.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import solve_toeplitz
from scipy.optimize import minimize_scalar
from scipy.special import expit, struve, y0

COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e10
HV, HALF, FLAVOURS, THICK = 4.0, 1.0, 4, 6.0
CHEM, KT = 1.2, 0.025
GAUSS = {n: np.polynomial.legendre.leggauss(n) for n in (300, 800)}


def bands(kx, ky, half, hv):
    """Diagonalize the two-band Hamiltonian on a grid of k points."""
    ham = np.zeros(kx.shape + (2, 2), dtype=complex)
    ham[..., 0, 0] = half
    ham[..., 1, 1] = -half
    ham[..., 0, 1] = hv * (kx - 1j * ky)
    ham[..., 1, 0] = hv * (kx + 1j * ky)
    return np.linalg.eigh(ham)


def response(q, half=HALF, hv=HV, doped=False):
    """|chi0(q)| in 1/(eV angstrom^2) from the sum over states.
    Elliptic coordinates with foci at k = +-q/2 keep the integrand smooth."""
    nodes, weights = GAUSS[800 if doped else 300]
    top = np.arccosh(2 * (1e5 / hv) / q)
    radial = 0.5 * top * (nodes + 1)
    n_angle = 48
    angle = (np.arange(n_angle) + 0.5) * 2 * np.pi / n_angle
    a, b = np.meshgrid(radial, angle, indexing="ij")
    kx = q / 2 * np.cosh(a) * np.cos(b)
    ky = q / 2 * np.sinh(a) * np.sin(b)
    area = (q / 2) ** 2 * (np.sinh(a) ** 2 + np.sin(b) ** 2)
    area *= (0.5 * top * weights)[:, None] * 2 * np.pi / n_angle
    e1, u1 = bands(kx + q / 2, ky, half, hv)
    e2, u2 = bands(kx - q / 2, ky, half, hv)
    overlap = np.abs(np.einsum("abis,abit->abst", u1.conj(), u2)) ** 2
    if doped:
        f1, f2 = expit((CHEM - e1) / KT), expit((CHEM - e2) / KT)
        slope = (-f1 * (1 - f1) / KT)[..., :, None]
    else:
        f1 = np.zeros_like(e1)
        f1[..., 0] = 1.0
        f2, slope = f1, 0.0
    de = e1[..., :, None] - e2[..., None, :]
    df = f1[..., :, None] - f2[..., None, :]
    near = np.abs(de) < 1e-6
    quotient = np.where(near, slope, df / np.where(near, 1.0, de))
    total = np.sum(area[..., None, None] * overlap * quotient)
    return -FLAVOURS * total / (2 * np.pi) ** 2


def eps_states(q, **options):
    return 1 + 2 * np.pi * COUL / q * response(q, **options)


def shape(x):
    return 0.5 * (1 / x + (1 - 1 / x**2) * np.arctan(x))


def eps_thin(q):
    return 1 + FLAVOURS * COUL / (2 * HV) * shape(HV * q / (2 * HALF))


def form_factor(q):
    t = q * THICK
    return 2 / t - 2 * (1 - np.exp(-t)) / t**2


def eps_thick(q):
    return 1 + (eps_thin(q) - 1) * form_factor(q)


def close(a, b, tol):
    return abs(a - b) <= tol * abs(b)


r0 = FLAVOURS * COUL / (3 * 2 * HALF)
plateau = 1 + np.pi * FLAVOURS * COUL / (8 * HV)

# Sheet kernel from the three-dimensional Coulomb interaction
for q, z in ((0.3, 2.0), (0.8, 1.0)):
    integral = quad(lambda k: 4 * COUL / (q * q + k * k), 0, np.inf,
                    weight="cos", wvar=z)[0]
    assert close(integral, 2 * np.pi * COUL * np.exp(-q * z) / q, 1e-5)

# Long-wavelength law and its independence of the velocity
q_small = 0.001
slopes = {}
for hv in (2.0, 4.0, 8.0):
    slopes[hv] = (eps_states(q_small, hv=hv) - 1) / q_small
    assert close(slopes[hv], r0, 2e-4)
assert close(response(0.002) / response(0.001), 4.0, 1e-3)

# Full wavevector dependence: sum over states, energy integral, closed form
q_list = [0.01, 0.03, 0.1, 0.3, 1.0, 3.0]
thin_values = [eps_states(q) for q in q_list]
for q, value in zip(q_list, thin_values):
    assert close(value - 1, eps_thin(q) - 1, 2e-4)
    energy_integral = quad(lambda e: (1 + HALF**2 / e**2)
                           / (4 * e**2 + (HV * q) ** 2), HALF, np.inf)[0]
    assert close(response(q), FLAVOURS * q * q / (4 * np.pi)
                 * energy_integral, 2e-4)
assert np.all(np.diff(thin_values) > 0)
for x in (0.3, 1.0, 4.0):
    step = 1e-4
    numeric = (shape(x + step) - shape(x - step)) / (2 * step)
    assert close(numeric, (np.arctan(x) - x / (1 + x * x)) / x**3, 1e-5)
assert close(eps_states(20.0), plateau, 5e-3)

# Gapless undoped sheet: the same value at every wavevector
gapless = [eps_states(q, half=0.0) for q in (0.01, 0.3)]
for value in gapless:
    assert close(value, plateau, 5e-4)

# Doped sheet: divergence governed by the thermal density of states
thermal_dos = quad(lambda e: FLAVOURS * e / (2 * np.pi * HV**2)
                   * expit((CHEM - e) / KT) * expit((e - CHEM) / KT) / KT,
                   HALF, CHEM + 40 * KT, points=[CHEM])[0]
q_tf = 2 * np.pi * COUL * thermal_dos
doped = [eps_states(q, doped=True) for q in (0.001, 0.01)]
assert close((doped[0] - 1) * 0.001, q_tf, 2e-3)
assert doped[0] > doped[1] > thin_values[0]

# Finite thickness: averaged kernel, peak, and fall at large wavevector
for q in (0.1, 1.0):
    average = 2 * dblquad(lambda s, z: np.exp(-q * (z - s)), 0, THICK,
                          0, lambda z: z)[0] / THICK**2
    assert close(average, form_factor(q), 1e-7)
peak = minimize_scalar(lambda q: -eps_thick(q), bounds=(0.02, 5),
                       method="bounded", options={"xatol": 1e-7})
q_peak = peak.x


def eps_thick_states(q):
    return 1 + (eps_states(q) - 1) * form_factor(q)


peak_value = eps_thick_states(q_peak)
assert peak_value > eps_thick_states(q_peak / 2)
assert peak_value > eps_thick_states(q_peak * 2)
assert close(eps_thick_states(20.0) - 1,
             (plateau - 1) * 2 / (20.0 * THICK), 0.02)


# Repeated sheets: solve the coupled linear response of a finite stack
def stack_eps(q, spacing, half_count):
    count = 2 * half_count + 1
    column = r0 * q * np.exp(-q * spacing * np.arange(count))
    column[0] += 1
    potential = solve_toeplitz(column, np.ones(count))
    return 1 / potential[half_count]


cell = {}
for spacing in (10.0, 20.0, 40.0):
    cell[spacing] = stack_eps(0.001, spacing, 1500)
    coth = 1 / np.tanh(0.001 * spacing / 2)
    assert close(cell[spacing], 1 + r0 * 0.001 * coth, 1e-6)
    assert close(cell[spacing], 1 + 2 * r0 / spacing, 1e-3)
assert close(stack_eps(0.05, 20.0, 100),
             1 + r0 * 0.05 / np.tanh(0.5), 1e-6)
isolated = stack_eps(0.05, 400.0, 20)
assert close(isolated, 1 + r0 * 0.05, 1e-6)


# Real-space interaction divided by the bare one, for eps = 1 + r0*q
def relative_interaction(y):
    return np.pi * y / 2 * (struve(0, y) - y0(y))


for y in (0.5, 2.0):
    direct = mp.quadosc(lambda u: mp.besselj(0, u) / (1 + u / y),
                        [0, mp.inf], zeros=lambda n: mp.besseljzero(0, n))
    assert close(float(direct), relative_interaction(y), 1e-6)
assert abs(1 - relative_interaction(20.0) - 1 / 20.0**2) < 12 / 20.0**4

print(f"Coulomb constant e^2/(4 pi eps0): {COUL:.4f} eV angstrom")
print(f"band gap: {2 * HALF:.1f} eV")
print(f"hbar times velocity: {HV:.1f} eV angstrom")
print(f"Dirac flavours: {FLAVOURS}")
print(f"screening length r0, formula: {r0:.4f} angstrom")
for hv, value in slopes.items():
    print(f"r0 from states, hbar v = {hv:.0f} eV angstrom: "
          f"{value:.4f} angstrom")
print("thin sheet, sum over states and linear law 1 + r0 q:")
for q, value in zip(q_list, thin_values):
    print(f"  q = {q:.2f} 1/angstrom: eps = {value:.4f}, "
          f"linear = {1 + r0 * q:.4f}")
print(f"thin-sheet plateau at large q: {plateau:.4f}")
print(f"gapless, q = 0.01 1/angstrom: eps = {gapless[0]:.4f}")
print(f"gapless, q = 0.30 1/angstrom: eps = {gapless[1]:.4f}")
print(f"doped: chemical potential from midgap {CHEM:.1f} eV")
print(f"doped: thermal energy kT {KT:.3f} eV")
print(f"doped: screening wavevector qTF {q_tf:.4f} 1/angstrom")
print(f"doped, q = 0.001 1/angstrom: eps = {doped[0]:.1f}")
print(f"doped, q = 0.010 1/angstrom: eps = {doped[1]:.1f}")
print(f"electron profile width d: {THICK:.1f} angstrom")
for q in q_list:
    print(f"  thick sheet, q = {q:.2f} 1/angstrom: "
          f"F = {form_factor(q):.4f}, eps = {eps_thick_states(q):.4f}")
print(f"thick-sheet peak: q = {q_peak:.3f} 1/angstrom, "
      f"eps = {peak_value:.4f}")
print(f"thick sheet, q = 20 1/angstrom: eps = {eps_thick_states(20.0):.4f}")
print("repeated sheets at q = 0.001 1/angstrom:")
for spacing, value in cell.items():
    print(f"  L = {spacing:.0f} angstrom: eps = {value:.4f}, "
          f"1 + 2 r0/L = {1 + 2 * r0 / spacing:.4f}")
print(f"L = 400 angstrom, q = 0.05 1/angstrom: eps = {isolated:.4f}")
print("real space, linear law: bare over screened interaction")
for r in (10.0, 30.0, 100.0):
    ratio = relative_interaction(r / r0)
    print(f"  r = {r:.0f} angstrom: {1 / ratio:.4f}, "
          f"screened energy {COUL / r * ratio:.4f} eV")
print("success")
```

It prints:

```
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
band gap: 2.0 eV
hbar times velocity: 4.0 eV angstrom
Dirac flavours: 4
screening length r0, formula: 9.5998 angstrom
r0 from states, hbar v = 2 eV angstrom: 9.5997 angstrom
r0 from states, hbar v = 4 eV angstrom: 9.5997 angstrom
r0 from states, hbar v = 8 eV angstrom: 9.5996 angstrom
thin sheet, sum over states and linear law 1 + r0 q:
  q = 0.01 1/angstrom: eps = 1.0960, linear = 1.0960
  q = 0.03 1/angstrom: eps = 1.2876, linear = 1.2880
  q = 0.10 1/angstrom: eps = 1.9450, linear = 1.9600
  q = 0.30 1/angstrom: eps = 3.5412, linear = 3.8799
  q = 1.00 1/angstrom: eps = 5.7891, linear = 10.5998
  q = 3.00 1/angstrom: eps = 6.5194, linear = 29.7993
thin-sheet plateau at large q: 6.6547
gapless, q = 0.01 1/angstrom: eps = 6.6547
gapless, q = 0.30 1/angstrom: eps = 6.6547
doped: chemical potential from midgap 1.2 eV
doped: thermal energy kT 0.025 eV
doped: screening wavevector qTF 4.3187 1/angstrom
doped, q = 0.001 1/angstrom: eps = 4319.7
doped, q = 0.010 1/angstrom: eps = 432.9
electron profile width d: 6.0 angstrom
  thick sheet, q = 0.01 1/angstrom: F = 0.9803, eps = 1.0941
  thick sheet, q = 0.03 1/angstrom: F = 0.9426, eps = 1.2711
  thick sheet, q = 0.10 1/angstrom: F = 0.8267, eps = 1.7813
  thick sheet, q = 0.30 1/angstrom: F = 0.5959, eps = 2.5142
  thick sheet, q = 1.00 1/angstrom: F = 0.2779, eps = 2.3310
  thick sheet, q = 3.00 1/angstrom: F = 0.1049, eps = 1.5792
thick-sheet peak: q = 0.476 1/angstrom, eps = 2.6413
thick sheet, q = 20 1/angstrom: eps = 1.0934
repeated sheets at q = 0.001 1/angstrom:
  L = 10 angstrom: eps = 2.9200, 1 + 2 r0/L = 2.9200
  L = 20 angstrom: eps = 1.9600, 1 + 2 r0/L = 1.9600
  L = 40 angstrom: eps = 1.4801, 1 + 2 r0/L = 1.4800
L = 400 angstrom, q = 0.05 1/angstrom: eps = 1.4800
real space, linear law: bare over screened interaction
  r = 10 angstrom: 1.3100, screened energy 1.0992 eV
  r = 30 angstrom: 1.0702, screened energy 0.4485 eV
  r = 100 angstrom: 1.0087, screened energy 0.1428 eV
success
```
